# Exciton sums for second-harmonic generation and two-photon absorption, with selection rules, part 2

Which excitons of a honeycomb sheet absorb one or two photons, and what second harmonic do they give? The usual rule sends one photon to $s$ states and two to $p$ states. Yet one $1s$ exciton absorbs two $\sigma_+$ photons with strength $1.66\times10^{-20}\ \text{m}^2\,\text{eV/W}$, its degenerate partner with $4\times10^{-41}$, rounding noise.

Electrons have charge $-e$. The sheet has $N$ cells, area $S=NS_c$ and spin factor $g=2$. The field is

$$\mathbf E(t)=\boldsymbol{\mathcal E}e^{-izt/\hbar}+\boldsymbol{\mathcal E}^*e^{iz^*t/\hbar},\qquad z=\hbar\omega+i\eta.\tag{12}$$

Tamm-Dancoff excitons $|n\rangle$ have energies $E_n$, amplitudes $\psi_n(\mathbf k)$ and coefficients $c_n$ in the driven state. With $\boldsymbol{\mathcal A}_{nm}=\langle u_n|i\partial_{\mathbf k}u_m\rangle$ and, for two bands, $i\mathbf D=i\partial+\boldsymbol{\mathcal A}_{cc}-\boldsymbol{\mathcal A}_{vv}$, the electron-hole separation has elements $\mathbf R_{nm}=\sum\psi_n^*\,i\mathbf D\psi_m$. The one-photon elements, with $\mathbf X_{0n}=\mathbf X_{n0}^*$, and the response are

$$\mathbf X_{n0}=\sum_{cv\mathbf k}\psi_n^*\,\mathbf r_{cv},\qquad \mathbf r_{cv}=\boldsymbol{\mathcal A}_{cv}=\frac{i\langle u_c|\partial_{\mathbf k}H_{\mathbf k}|u_v\rangle}{\epsilon_v-\epsilon_c}.\tag{11}$$

$$i\hbar\dot c_n=E_nc_n+e\mathbf E(t)\cdot\mathbf X_{n0}+e\mathbf E(t)\cdot\sum_m\mathbf R_{nm}c_m.\tag{13}$$

$$c_n^{(2)}=\sum_m\frac{e^2\mathcal E_b\mathcal E_cR^b_{nm}X^c_{m0}}{(E_n-2z)(E_m-z)}e^{-2izt/\hbar}+\sum_m\frac{e^2\mathcal E^*_b\mathcal E^*_cR^b_{nm}X^c_{m0}}{(E_n+2z^*)(E_m+z^*)}e^{2iz^*t/\hbar}.\tag{15}$$

$$T_{abc}=\tfrac12\sum_{nm}\bigg[\frac{X^a_{0n}R^b_{nm}X^c_{m0}}{(E_n-2z)(E_m-z)}+\frac{X^b_{0n}R^a_{nm}X^c_{m0}}{(E_n+z)(E_m-z)}+\frac{X^c_{0m}R^b_{mn}X^a_{n0}}{(E_n+2z)(E_m+z)}\bigg]+(b\leftrightarrow c).\tag{17}$$

$$\chi_{abc}(2\omega;\omega,\omega)=-\frac{ge^3}{\varepsilon_0S}\,T_{abc}.\tag{18}$$

For $\boldsymbol{\mathcal E}=\mathcal E\boldsymbol\epsilon$, intensity $I=2\varepsilon_0c|\mathcal E|^2$ and absorbed power per area $\beta I^2$,

$$c_n^{(2)}=\frac{e^2\mathcal E^2M_n}{E_n-2z}e^{-2izt/\hbar},\qquad M_n=\sum_m\frac{(\boldsymbol\epsilon\cdot\mathbf R_{nm})(\boldsymbol\epsilon\cdot\mathbf X_{m0})}{E_m-\hbar\omega},\tag{20}$$

$$\beta(\omega)=\sum_nB_n\,\delta(E_n-2\hbar\omega),\qquad B_n=\frac{\pi\omega\,g\,e^4|M_n|^2}{\varepsilon_0^2c^2S}.\tag{22}$$

Completeness gives

$$\sum_mR^b_{nm}X^c_{m0}=\sum_{cv\mathbf k}\psi_n^*\,iD^br^c_{cv}.\tag{23}$$

For two bands with constant $\mathbf r_{cv}$ and negligible $\boldsymbol{\mathcal A}_{cc}-\boldsymbol{\mathcal A}_{vv}$ this vanishes: in the unweighted sum, the other paths cancel the one through the lowest bright exciton.

In the model, site A (energy $+\Delta$) is at the origin. Its B neighbours ($-\Delta$) are at $\boldsymbol\delta_1=(0,d)$, $\boldsymbol\delta_{2,3}=(\mp a/2,-d/2)$, $d=a/\sqrt3$:

$$H_{\mathbf k}=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\quad f=-t\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j},\quad u_c\propto\begin{pmatrix}\varepsilon+\Delta\\ f^*\end{pmatrix},\quad u_v\propto\begin{pmatrix}-f\\ \varepsilon+\Delta\end{pmatrix},\tag{24}$$

with energies $\pm\varepsilon$, $\varepsilon^2=\Delta^2+|f|^2$, and norm $[2\varepsilon(\varepsilon+\Delta)]^{1/2}$. The pair operator is $\Psi_{ab}(\mathbf k)=u_{ca}\psi u_{vb}^*$, or $\Psi_{ab}(\boldsymbol\rho)=N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\boldsymbol\rho}\Psi_{ab}(\mathbf k)$, with $\boldsymbol\rho$ running from a $b$ site to an $a$ site. $P_v$ projects on the valence band. The exciton Hamiltonian $H_{\rm x}$ is $2\varepsilon(\mathbf k)$ plus multiplication of $\Psi_{ab}(\boldsymbol\rho)$ by $-W(\rho)$, projected on the $cv$ block, with $W=e^2/[4\pi\varepsilon_0\epsilon_r(\rho^2+r_s^2)^{1/2}]$. Parameters: $a=3$ Å, $t=2$ eV, $\Delta=3$ eV, $\epsilon_r=2$, $r_s=3$ Å, $S_c=7.794\ \text{Å}^2$.

### 8. Comparison with real-time propagation

The density matrix obeys the mean-field equation $i\hbar\dot\varrho=[H+\Sigma+e\mathbf E\cdot\mathbf r,\varrho]$, with $\Sigma_{ab}(\boldsymbol\rho)=-W(\rho)\,\delta\varrho_{ab}(\boldsymbol\rho)$ and $\delta\varrho=\varrho-P_v$. The pair-conserving version builds the $cv$ block of $\Sigma$ from $\varrho_{cv}$ alone, adds its adjoint, and has no $cc$ or $vv$ block. In its $cv$ equation $[H,\varrho]+[\Sigma,P_v]$ is $H_{\rm x}\varrho_{cv}$, the field gives $e\mathbf E\cdot\mathbf r_{cv}$ at first order and $e\mathbf E\cdot i\mathbf D\varrho_{cv}$ at second, and $[\Sigma^{(1)},\varrho^{(1)}]$, a product of off-diagonal blocks, has no $cv$ part. This is (13) with $\varrho_{cv}=\sum_nc_n\psi_n$.

The equation was propagated with $H_{\mathbf k+e\mathbf A(t)/\hbar}$, $\mathbf E=-\dot{\mathbf A}$, where the dynamics contains no $\mathbf k$ derivative. The polarization came from $\sum_{\mathbf k}\langle u|i\partial u\rangle$ of the evolving spinors, and the second harmonic from its dependence on the phase of the field. At $z=2.5+0.5i$ eV on $18\times18$, the tests give deviations from (18), relative to the norm of $\chi_{abc}n_bn_c$ for field direction $\mathbf n$, of $9\times10^{-5}$ without interaction and $3\times10^{-5}$ with the pair-conserving $\Sigma$. The amplitudes (15) of the ten lowest states agree to $1\times10^{-4}$ of their norm. With the unprojected $\Sigma$, which couples $\varrho_{vc}$ to $\varrho_{cv}$ and has $cc$ and $vv$ blocks, the result differs from (18) by 3.9% at this one frequency. That mean field still omits the Hartree response, which is the electron-hole exchange term of the pair kernel, and dynamical screening.

The prefactor of (22) was tested by driving the ground state and ten excitons with an $x$-polarized Gaussian pulse. The energy per area left in the $2p_+$ state, integrated over $2\hbar\omega$, is $4.0949\times10^{-13}$ J eV/m², against $B_n\int I^2dt=4.0931\times10^{-13}$ with $M_n$ from the same ten states.

### 9. Threefold rotation

Let $C$ rotate by $+2\pi/3$ about site A, and define $(\hat C\Psi)_{ab}(\boldsymbol\rho)=\Psi_{ab}(C^{-1}\boldsymbol\rho)$, which in $\mathbf k$ space reads $\Psi_{ab}(C^{-1}\mathbf k)$. The rotation permutes the $\boldsymbol\delta_j$, so $f(C^{-1}\mathbf k)=f(\mathbf k)$, and it preserves $W(\rho)$. Hence $\hat C$ commutes with $H_{\rm x}$, leaves $P_v$ invariant, and the states can be labelled by eigenvalues $e^{-2\pi ij/3}$, $j=0,\pm1$ modulo 3. With $\boldsymbol\epsilon_\pm=(1,\pm i)/\sqrt2$, light $\sigma_\pm$ couples to $\rho_\pm=\boldsymbol\epsilon_\pm\cdot\boldsymbol\rho\propto\rho e^{\pm i\phi}$. Rotating the argument by $-2\pi/3$ gives $\rho_\pm(C^{-1}\boldsymbol\rho)=e^{\mp2\pi i/3}\rho_\pm$, so

$$\hat C(\rho_\pm\Psi)=e^{\mp2\pi i/3}\rho_\pm\hat C\Psi.\tag{25}$$

Multiplication by $\rho_\pm$ changes $j$ by $\pm1$. By Section 4, $\mathbf r_{cv}$ is the $cv$ block of $\boldsymbol\rho P_v$, and $P_v$ has $j=0$. Eigenstates of different $j$ are orthogonal, so nonzero elements require

$$X^\pm_{n0}:\ j_n=\pm1,\qquad M_n^{\pm\pm}:\ j_n=\pm2\equiv\mp1,\qquad M_n^{+-}:\ j_n=0,\tag{26}$$

where superscripts name the polarization vectors and $M^{+-}$ is symmetrized. The rules (26) were tested on the ten lowest states. Since $\hat{\mathbf x}=(\boldsymbol\epsilon_++\boldsymbol\epsilon_-)/\sqrt2$ and $\hat{\mathbf y}=-i(\boldsymbol\epsilon_+-\boldsymbol\epsilon_-)/\sqrt2$,

$$M^{xx}=\tfrac12(M^{++}+M^{--})+M^{+-},\qquad M^{yy}=-\tfrac12(M^{++}+M^{--})+M^{+-}.\tag{27}$$

A state with $j=-1$ therefore has $B(x)=B(\sigma_+)/4$; state 0 shows $4.160\times10^{-21}$ against $1.664\times10^{-20}$.

The mirror $x\to-x$ maps the lattice to itself and $j\to-j$. States with $j=0$ are mirror even ($A_1'$) or odd ($A_2'$). The symmetrized product $\epsilon_+^b\epsilon_-^c$ is $\tfrac12\delta_{bc}$, which is mirror even, so a single beam cannot excite $A_2'$ with two photons, and (26) forbids one photon.

For $\chi$, the mirror removes components with an odd number of $x$ indices, leaving $yyy$, $yxx$ and $xxy=xyx$. By (25) a contraction of $T$ with three vectors $\boldsymbol\epsilon_\pm$ must return $j$ to zero, which needs three equal signs. The contraction $(+,+,-)$ is proportional to $-iT_{xxy}+iT_{xyx}+iT_{yxx}+iT_{yyy}$, and $(-,+,+)$ to $2iT_{xxy}-iT_{yxx}+iT_{yyy}$. Both vanish, so $\chi_{yyy}=-\chi_{yxx}=-\chi_{xxy}$, a relation also tested.

### 10. Valleys and envelope labels

At $\mathbf K=(4\pi/3a,0)$ the phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,\ e^{-2\pi i/3},\ e^{2\pi i/3}$, so $f(\mathbf K)=0$. For $\mathbf k=\mathbf K+\mathbf q$ the first order is $-it\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}\mathbf q\cdot\boldsymbol\delta_j$. The $q_x$ part of the sum is $(a/2)(e^{2\pi i/3}-e^{-2\pi i/3})=i\sqrt3a/2$ and the $q_y$ part is $d+d/2=\sqrt3a/2$. The second order is $(t/2)\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}(\mathbf q\cdot\boldsymbol\delta_j)^2$, and with $d^2=a^2/3$ the sum is $d^2q_y^2-(a^2q_x^2+d^2q_y^2)/4-i\sqrt3\,ad\,q_xq_y/2=-(a^2/4)(q_x+iq_y)^2$. Thus

$$f=\hbar v(q_x-iq_y)+w(q_x+iq_y)^2+\dots,\qquad\hbar v=\tfrac{\sqrt3}{2}ta,\quad w=-\tfrac18ta^2,\tag{28}$$

with $\hbar v=5.196$ eV Å and $w=-2.25\ \text{eV Å}^2$.

In the gauge (24), $\Psi_{AB}=\psi\,(\varepsilon+\Delta)/2\varepsilon$, a positive invariant factor times $\psi$. The AB separations differ from $-\boldsymbol\delta_1$ by lattice vectors, so an unchanged $\Psi_{AB}(\boldsymbol\rho)$ requires $\psi(\mathbf k+\mathbf G)=e^{i\mathbf G\cdot\boldsymbol\delta_1}\psi(\mathbf k)$. Now $C^{-1}\mathbf K=\mathbf K+\mathbf G$ with $G_y=-(\sqrt3/2)(4\pi/3a)$, so $\mathbf G\cdot\boldsymbol\delta_1=-2\pi/3$ and $(\hat C\psi)(\mathbf K+\mathbf q)=e^{-2\pi i/3}\psi(\mathbf K+C^{-1}\mathbf q)$. An envelope $e^{il\varphi}$, $\varphi$ the angle of $\mathbf q$, contributes $e^{-2\pi il/3}$. At $\mathbf K'=-\mathbf K$ the sign of $\mathbf G$ reverses:

$$j\equiv l+1\ \text{ at }\mathbf K,\qquad j\equiv l-1\ \text{ at }\mathbf K'\pmod 3.\tag{29}$$

The lattice fixes $l$ modulo 3, and the labels $s$, $p_\pm$ name the dominant harmonic. At $\mathbf K$ an $s$ state has $j=+1$ and is open to one $\sigma_+$ photon and to two $\sigma_-$ photons. A $p_+$ state has $j=-1$ and is open to two $\sigma_+$ photons and to one $\sigma_-$ photon. A $p_-$ state has $j=0$ and stays dark to one photon. State 1, the $1s$ at $\mathbf K$, is forbidden to two $\sigma_+$ photons by (26), and state 0, the $1s$ at $\mathbf K'$, is allowed: this is the pair $4\times10^{-41}$ and $1.66\times10^{-20}$ of Section 1.

### 11. The parity limit

Keep one valley and scale $w\to\lambda w$. At $\lambda=0$, $f=\hbar vq\,e^{-i\varphi}$, and with $\tan\theta=\hbar vq/\Delta$, $\mathsf c=\cos\frac\theta2$, $\mathsf s=\sin\frac\theta2$, the spinors are $u_c=(\mathsf c,\mathsf se^{i\varphi})$, $u_v=(-\mathsf se^{-i\varphi},\mathsf c)$. Then $\langle u_c|\partial H|u_v\rangle=\mathsf c^2\partial f-\mathsf s^2e^{-2i\varphi}\partial f^*$. From $\partial f=\hbar v(1,-i)$ follow $\boldsymbol\epsilon_+\!\cdot\partial f=\boldsymbol\epsilon_-\!\cdot\partial f^*=\sqrt2\hbar v$ and $\boldsymbol\epsilon_-\!\cdot\partial f=\boldsymbol\epsilon_+\!\cdot\partial f^*=0$, and (11) gives

$$r^+_{cv}=-\frac{i\sqrt2\hbar v}{2\varepsilon}\mathsf c^2,\qquad r^-_{cv}=\frac{i\sqrt2\hbar v}{2\varepsilon}\mathsf s^2e^{-2i\varphi}.\tag{30}$$

At $q=0$, $|r^+_{cv}|=1.2247$ Å. One photon reaches $l=0$ with $\sigma_+$ and $l=-2$ with $\sigma_-$, the latter with 0.034 of the total $\sigma_+$ strength on the patch used here. In the connections the $\theta$ derivatives cancel by $\mathsf c^2+\mathsf s^2=1$, leaving $\boldsymbol{\mathcal A}_{cc}=-\mathsf s^2\partial\varphi$ and $\boldsymbol{\mathcal A}_{vv}=+\mathsf s^2\partial\varphi$. With $\boldsymbol\epsilon_\pm\!\cdot\partial=2^{-1/2}e^{\pm i\varphi}(\partial_q\pm iq^{-1}\partial_\varphi)$,

$$iD^\pm\big[F(q)e^{il\varphi}\big]=\frac{i}{\sqrt2}\,e^{i(l\pm1)\varphi}\Big[F'\mp\frac{l+2\mathsf s^2}{q}F\Big].\tag{31}$$

So $R^\pm$ changes $l$ by $\pm1$. The isotropic $H_{\rm x}$ conserves $l$. One photon therefore reaches even $l$ and two photons reach odd $l$, and $T=0$ because $R$ would have to join two even states. The $s$ versus $p$ rule is this statement restricted to the strong component $r^+_{cv}$. The square $21\times21$ patch of the numerical model keeps $\mathbf q\to-\mathbf q$, and the parity rules were tested on its ten lowest states, together with $T=0$ at 1 eV.

For $\lambda\ne0$, $f=\hbar vqe^{-i\varphi}[1+\lambda(wq/\hbar v)e^{3i\varphi}]$, a perturbation that changes $l$ by 3 with relative size $\lambda|w|q/\hbar v=\lambda\,(0.433\ \text{Å})\,q$. Since $f(-\mathbf q;\lambda)=-f(\mathbf q;-\lambda)$, inversion of $\mathbf q$ maps the problem at $\lambda$ to that at $-\lambda$. Amplitudes that vanish by parity are odd in $\lambda$. Those that one step $\Delta l=\pm3$ allows start linearly, while those that the threefold rule (26) also forbids, such as one photon into $p_-$, stay zero as long as threefold symmetry holds. On the $21\times21$ patch, whose momentum cutoff enters the values, from $\lambda=0.05$ to $0.1$, $|X^-(2p_+)|/|X^+(1s)|$ goes from 0.00954 to 0.01910, $|M^{--}(1s)|/|M^{++}(2p_+)|$ from 0.02207 to 0.04414, and $|T_{yyy}|/N$ at 1 eV (printed as S_yyy) from 0.00097 to 0.00195 $\text{Å}^3/\text{eV}^2$; the doubling was tested. The parity rule thus becomes exact for $\lambda\to0$ in an isolated valley. A small extent of the exciton in $\mathbf q$ is not sufficient. To lowest order in $q$, warping adds to $r^-_{cv}$ the term $-i\sqrt2\,\lambda wq\,e^{i\varphi}/\varepsilon$. By (31) its derivative $D^-$ is finite at $q=0$ and feeds the parity-forbidden $M^{--}(1s)$, whereas the source $D^+r^+_{cv}$ of the allowed $M^{++}(2p_+)$ vanishes linearly in $q$. The ratio of these two amplitudes therefore grows as the extent shrinks at fixed $\lambda$.

Linear extrapolation to $\lambda=1$ gives 0.19 and 0.44 on this patch. These values are not converged in the momentum cutoff: with the real-space spacing reduced from 3.5 Å to 1.75 Å or below they settle at 0.20 and 0.46. The lattice gives $0.1269/0.3795=0.33$ and $0.1567/0.2649=0.59$, so linear single-valley warping accounts for part of the breaking. Higher orders in $q$ and mixing between valleys at equal $j$ are allowed by symmetry; that they make up the remainder is a conjecture, as their shares were not separated.

### 12. Worked example

The $27\times27$ grid gives $1s$ at 4.866 eV (binding 1.134 eV), four $2p$ states and $2s$ at 5.615 eV, with energies stable to $2\times10^{-4}$ eV on going to $48\times48$.

The $j=0$ pair, made of $p_-$ at $\mathbf K$ and $p_+$ at $\mathbf K'$, is split by $5.4695-5.3953=0.074$ eV, whereas uncoupled valleys would leave it degenerate by the mirror. The upper state is dark to two photons, as tested, and is $A_2'$. An $A_2'$ amplitude vanishes on mirror lines, hence at $\boldsymbol\rho=0$ and at nearest neighbours, where $W$ is largest, and an $A_1'$ amplitude need not. That this produces the splitting is a conjecture.

For two $\sigma_+$ photons into $2p_+$ at 5.4834 eV, $\hbar\omega=2.7417$ eV. The path through $1s$ gives $|M|/\sqrt N=3.1782\times0.3795/2.1246=0.568\ \text{Å}^2/\text{eV}$, while the full sum (20) gives 0.265, so the other paths cancel more than half of it. The direction agrees with the limit discussed after (23), whose conditions this model meets only roughly. In (22), with $B$ in m² eV/W and $M$ in m²/eV, one power of $e$ remains. With $\omega=2.7417\,\text{eV}/\hbar=4.165\times10^{15}\ \text{s}^{-1}$ and $\varepsilon_0c=2.654\times10^{-3}$ A/V,

$$B=\frac{2\pi\,(4.165\times10^{15})(1.602\times10^{-19})(0.2649\times10^{-20})^2}{(2.654\times10^{-3})^2(7.794\times10^{-20})}=5.36\times10^{-20}\ \text{m}^2\,\text{eV/W}.$$

A Lorentzian of chosen half-width 0.1 eV has peak $\beta=B/(0.1\pi)=1.7\times10^{-19}\ \text{m}^2/\text{W}=1.7\times10^{-6}\ \text{cm}^2/\text{GW}$.

Near $2\hbar\omega=E_n$ the first term of (17) contains the sum (20), evaluated at complex $z$:

$$\chi_{yyy}\simeq-\frac{ge^3}{\varepsilon_0S}\sum_{n}\frac{X^y_{0n}M_n^{yy}}{E_n-2z},\tag{32}$$

with $n$ in the resonant level. The residue needs a state active for one and for two photons. By (26) this excludes $j=0$, and the vanishing pole of that pair was tested. In the parity limit it excludes every state. On resonance $|E_n-2z|=2\eta=0.1$ eV. For $j=\pm1$, $|X^y|=|X^\pm|/\sqrt2$ and, by (27), $|M^{yy}|=|M^{\mp\mp}|/2$. The mirror exchanges the two members of a doublet and leaves $y$ components alone, so they contribute equally. The prefactor is $ge/(\varepsilon_0S_c)\times10^{-30}\,\text{m}^3/\text{V}^2=0.4643\ \text{nm}^2/\text{V}$ per $\text{Å}^3/\text{eV}^2$. Then

$$1s:\ 0.4643\times\frac{2\,(0.3795/\sqrt2)(0.1567/2)}{0.1}=0.195,\qquad 2p_+:\ 0.4643\times\frac{2\,(0.1269/\sqrt2)(0.2649/2)}{0.1}=0.110,$$

in nm²/V, matching the printed pole parts $-0.004+0.195i$ and $-0.003+0.110i$. The full sums are $0.021+0.198i$ and $-0.023+0.117i$. Each residue is the product of one parity-allowed and one parity-forbidden amplitude, with the roles exchanged between $1s$ and $2p_+$, so both are of first order in the parity breaking. Their ratio is not fixed by this argument: it is the quotient of the two amplitude ratios of Section 11, $0.59/0.33=1.8$ on the lattice and $0.04414/0.01910=2.3$ in the single-valley model on the $21\times21$ patch (2.25 at converged cutoff). Their heights scale as $1/\eta$. Off resonance, at $\hbar\omega=1$ eV and $\eta=0$, $\chi_{yyy}=0.0128\ \text{nm}^2/\text{V}$ with the attraction and $0.0063$ without it (the latter on $18\times18$), for $y$ pointing from A to B.

## Values computed for the example and the checks

```
a=3.0 A, t=2.0 eV, Delta=3.0 eV, eps_r=2.0, r_s=3.0 A, g=2
gap=6.0 eV, hbar v=5.1962 eV A, warping=-2.2500 eV A^2, cell=7.7942 A^2
W(0)=2.3999 eV, |r_cv(K).sigma+|=1.2247 A
Fock-space test of R: error 2.2e-15
4-band chain: error 2.9e-10; without c-c', v-v' terms 0.740
gauge 0, generalized derivative, max error of R: 48x48 3.6e-07 A, 27x27 1.2e-02 A (rows 0,1: 1.1e-05 A)
gauge 0, plain derivative, max error of R: 27x27 1.732 A, 48x48 1.742 A
gauge 1, generalized derivative, max error of R: 48x48 3.5e-07 A, 27x27 1.2e-02 A (rows 0,1: 1.2e-05 A)
gauge 1, plain derivative, max error of R: 27x27 1.732 A, 48x48 1.742 A
max change of 8 lowest energies, grid 27 to 48: 2.1e-04 eV
norm of R block (0-1;2-5): 27x27 6.1746 A, 48x48 6.1744 A
norm of R block (2-5;6-7): 27x27 9.8988 A, 48x48 9.9079 A
real time: 18x18, z=(2.5+0.5j) eV, E0=0.003 V/A, field angle 0.35 rad, chi_ybc n_b n_c in nm^2/V
 free: time -0.007939-0.004234j, sum -0.007939-0.004233j, rel dev 9.42e-05
 pair-conserving: time -0.002689-0.022644j, sum -0.002689-0.022644j, rel dev 3.32e-05
 unprojected: time -0.002802-0.023516j, sum -0.002689-0.022644j, rel dev 3.86e-02
 second-order amplitudes of 10 lowest excitons: rel dev 1.03e-04
lattice 27x27: n E/eV j valley l weight |X|^2/N /A^2  B(sigma+) B(x) /(m^2 eV/W)
 0 4.8664 -1 Kp +0 0.987 0.14404 1.664e-20 4.160e-21
 1 4.8664 +1 K  +0 0.987 0.14404 4.390e-41 4.160e-21
 2 5.3953 +0 K  -1 0.492 0.00000 2.462e-49 3.819e-20
 3 5.4695 +0 K  -1 0.500 0.00000 1.791e-45 3.967e-46
 4 5.4834 -1 K  +1 0.938 0.01610 5.359e-20 1.340e-20
 5 5.4834 +1 Kp -1 0.938 0.01610 8.406e-40 1.340e-20
 6 5.6151 -1 Kp +0 0.899 0.02364 5.061e-23 1.265e-23
 7 5.6151 +1 K  +0 0.899 0.02364 1.374e-42 1.265e-23
max change of 6 lowest energies, grid 18 to 27: 1.2e-03 eV
pulse test, J eV/m^2: propagated 4.09493e-13, formula 4.09313e-13
Dirac lam=0: E(1s)=4.8935 eV, E(2p pair)=5.4823, 5.5290 eV, E(2p+)=5.5290 eV
 total sigma- / sigma+ one-photon strength in one valley: 0.0340
 |X-(2p+)|/|X+(1s)|: lam=0 1.4e-17, 0.05 0.00954, 0.1 0.01910
 |M--(1s)|/|M++(2p+)|: lam=0 2.8e-18, 0.05 0.02207, 0.1 0.04414
 |S_yyy(1 eV)|/N in A^3/eV^2: lam=0 9.5e-18, 0.05 0.00097, 0.1 0.00195
1s(K): n=1, binding 1.1336 eV, |X+|/sqrt(N)=0.3795 A
2p+(K): n=4, binding 0.5166 eV, |X-|/sqrt(N)=0.1269 A
|R+(2p+,1s)|=3.1782 A, hbar w=2.7417 eV, E_1s-hbar w=2.1246 eV
|M++(2p+)|/sqrt(N)=0.2649 A^2/eV, 1s path alone 0.5677 A^2/eV
|M--(1s)|/sqrt(N)=0.1567 A^2/eV
peak beta(2p+, sigma+), Lorentzian HWHM 0.1 eV: 1.706e-19 m^2/W = 1.706e-06 cm^2/GW
chi_yyy(1 eV, eta=0): excitons 0.01276 nm^2/V, free (18x18) 0.00629 nm^2/V
chi_yyy at 2hw=E(1s), eta=0.05 eV: total 0.02094+0.19836j, pole -0.00358+0.19519j nm^2/V
chi_yyy at 2hw=E(2p+), eta=0.05 eV: total -0.02304+0.11669j, pole -0.00329+0.11028j nm^2/V
chi_yyy at 2hw=E(j=0 pair), eta=0.05 eV: total 0.02562+0.06992j, pole 0.00000+0.00000j nm^2/V
```
